\section*{Sixth-Power Thickness Law for Roughness Scattering in an Infinite-Wall Well}

\section{The error in carrying a lifetime to a thinner channel}

Suppose that the scattering time of a channel is known at one thickness and is wanted at half that thickness. If the roughness of the walls is unchanged, one might keep the time unchanged. One might also let the scattering potential grow like the confinement energy, as $L^{-2}$, and so raise the rate by $2^4=16$. For the model treated here both estimates are wrong: the rate rises by $2^6=64$. The carrier responds to the change of its confinement energy from place to place, and this change has a different power of $L$ from the energy itself.

\section{Model and conventions}

Hartree atomic units are used, so $\hbar=1$. An electron has mass $m$ in the plane and $m_z$ across the well. Its position is $(\mathbf r,z)$, and its wavefunction vanishes at two walls,
\begin{equation}
z=b(\mathbf r),\qquad z=b(\mathbf r)+h(\mathbf r),\qquad h(\mathbf r)=L+\Delta(\mathbf r).
\end{equation}
Here $L$ is the mean thickness and $\langle\Delta\rangle=0$. The fluctuations are statistically uniform and isotropic, with
\begin{equation}
C(r)=\langle\Delta(\mathbf r)\Delta(0)\rangle,\qquad
S(q)=\int d^2r\,C(r)e^{-i\mathbf q\cdot\mathbf r}.
\end{equation}

The claim concerns the rate at lowest order in the roughness, that is, at second order in its amplitude. It compares wells with the same $m$, $m_z$, $C(r)$ and in-plane wavenumber $k$. The kinetic energy $k^2/2m$ is counted from the bottom of the lowest subband, the electron has too little energy to reach the second subband, the potential is not screened, and no electric field acts across the well.

The flat well has
\begin{equation}
\phi_1(z)=\sqrt{\frac2L}\sin\frac{\pi z}{L},\qquad E_1=\frac{\pi^2}{2m_zL^2}.
\end{equation}
If the thickness varies slowly, the electron sees the local energy $E_1(L+\Delta)$. Its linear change is
\begin{equation}
\delta E=\frac{dE_1}{dL}\Delta=-\frac{\pi^2}{m_zL^3}\Delta .
\label{local}
\end{equation}
A thicker place attracts the electron, hence the minus sign. This argument does not tell us what happens when the roughness varies over a distance comparable with $L$. That requires the full wall problem.

\section{Flattening the walls}

An infinite wall cannot be treated as a small added potential. We therefore change coordinates so that the walls become flat and the roughness moves into the Hamiltonian:
\begin{equation}
\zeta=\frac{L(z-b)}{h},\qquad
\chi(\mathbf r,\zeta)=\sqrt{\frac hL}\,\psi\!\left(\mathbf r,b+\frac{h\zeta}{L}\right).
\end{equation}
The walls now lie at $\zeta=0$ and $\zeta=L$. Since $dz=(h/L)d\zeta$ at fixed $\mathbf r$,
\begin{equation}
\int_0^L|\chi|^2d\zeta=\int_0^L\frac hL|\psi|^2d\zeta=\int_b^{b+h}|\psi|^2dz .
\end{equation}
The square root thus preserves the norm, and the map is unitary.

\subsection{The transverse energy}

At fixed $\mathbf r$ we have $\partial_z=(L/h)\partial_\zeta$, and the factor $\sqrt{h/L}$ does not depend on $\zeta$. With $p_\zeta=-i\partial_\zeta$ the transverse energy is therefore
\begin{equation}
\left(\frac Lh\right)^2\frac{p_\zeta^2}{2m_z}
=\left(1+\frac{\Delta}{L}\right)^{-2}\frac{p_\zeta^2}{2m_z}
\simeq\left(1-\frac{2\Delta}{L}\right)\frac{p_\zeta^2}{2m_z}.
\end{equation}

\subsection{The in-plane energy}

The in-plane derivative is taken at fixed $z$, not at fixed $\zeta$, so $T=-\nabla^2/2m$ also changes. To first order in $b$ and $\Delta$,
\begin{align}
\sqrt{h/L}&\simeq1+\frac{\Delta}{2L},\\
\psi\!\left(\mathbf r,\zeta+b+\frac{\Delta\zeta}{L}\right)&\simeq
\psi+\left(b+\frac{\Delta\zeta}{L}\right)\partial_\zeta\psi .
\end{align}
Multiplying and keeping first-order terms gives $\chi=(1+W)\psi$, with
\begin{equation}
W=\frac{\Delta}{2L}+\left(b+\frac{\Delta\zeta}{L}\right)\partial_\zeta .
\end{equation}
The transformed in-plane energy is
\begin{equation}
(1+W)T(1-W)\simeq T+WT-TW=T+[W,T].
\end{equation}
The complete first-order perturbation is thus
\begin{equation}
H_1=-\frac{2\Delta}{L}\frac{p_\zeta^2}{2m_z}+[W,T].
\label{H1}
\end{equation}

\subsection{Why the commutator drops out}

We need $H_1$ between states that both contain $\phi_1(\zeta)$. Because $\phi_1$ vanishes at the walls,
\begin{align}
\int_0^L\phi_1\phi_1'\,d\zeta&=\tfrac12\left[\phi_1^2\right]_0^L=0,\\
\int_0^L\phi_1\zeta\phi_1'\,d\zeta&=\tfrac12\left[\zeta\phi_1^2\right]_0^L-\tfrac12\int_0^L\phi_1^2d\zeta=-\tfrac12 .
\end{align}
Hence
\begin{equation}
\langle\phi_1|W|\phi_1\rangle=\frac{\Delta}{2L}+b\cdot0-\frac{\Delta}{2L}=0 .
\end{equation}
Since $T$ acts on $\mathbf r$ alone, $\langle\phi_1|[W,T]|\phi_1\rangle=[\langle\phi_1|W|\phi_1\rangle,T]=0$. The first term of \eqref{H1} gives $-2E_1\Delta/L$, so the lowest subband sees
\begin{equation}
V(\mathbf r)=-F\Delta(\mathbf r),\qquad F=\frac{2E_1}{L}=\frac{\pi^2}{m_zL^3}.
\label{F}
\end{equation}
This is the local result \eqref{local}, but no assumption about the roughness wavelength was needed at first order.

The wall position $b$ has disappeared. If both walls undulate together, the thickness is constant and there is no first-order scattering within the subband. If the upper wall is displaced by $t(\mathbf r)$ and the lower by $b(\mathbf r)$, then $\Delta=t-b$. For uncorrelated walls the cross terms in $\langle\Delta\Delta\rangle$ vanish, and the two wall correlation functions add.

\section{From the potential to the rate}

Take plane waves normalized on an area $A$ and let $\mathbf q=\mathbf k'-\mathbf k$. Then
\begin{equation}
V_{\mathbf k'\mathbf k}=-\frac FA\int d^2r\,\Delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}.
\end{equation}
The averaged square contains a double integral over $\mathbf r$ and $\mathbf r'$. The correlation depends on $\mathbf r-\mathbf r'$ alone, so one integral gives $A$ and the other gives $S(q)$:
\begin{equation}
\langle|V_{\mathbf k'\mathbf k}|^2\rangle=\frac{F^2}{A^2}\,A\,S(q)=\frac{F^2S(q)}A .
\end{equation}

A collision through angle $\theta$ changes the momentum along the original direction from $k$ to $k\cos\theta$. The fractional loss is $1-\cos\theta$; the sideways changes cancel because $\theta$ and $-\theta$ are equally likely. Fermi's golden rule then gives the momentum-relaxation rate
\begin{align}
\frac1\tau&=2\pi\sum_{\mathbf k'}\frac{F^2S(q)}A(1-\cos\theta)\,
\delta\!\left(\frac{k'^2-k^2}{2m}\right)\\
&=\frac{F^2}{2\pi}\int_0^{2\pi}d\theta\int_0^\infty k'dk'\,S(q)(1-\cos\theta)\,
\delta\!\left(\frac{k'^2-k^2}{2m}\right).
\end{align}
The second line uses $\sum_{\mathbf k'}\to A\int d^2k'/(2\pi)^2$. With $\varepsilon=k'^2/2m$ we have $k'dk'=m\,d\varepsilon$, so the radial integral gives $m$ and sets $k'=k$. Therefore
\begin{equation}
\boxed{\frac1\tau=\frac{m}{2\pi}\left(\frac{\pi^2}{m_zL^3}\right)^2
\int_0^{2\pi}S(q)(1-\cos\theta)\,d\theta,\quad q=2k\sin\frac\theta2}
\label{rate}
\end{equation}
Nothing inside the integral depends on $L$ under the stated conditions, so $1/\tau\propto L^{-6}$. The energy varies as $L^{-2}$, its slope as $L^{-3}$, and the rate as the square of the slope. The total scattering-out rate $1/\tau_{\rm out}$ omits $1-\cos\theta$ and has the same power.

\section{Gaussian roughness and its two limits}

Let $C(r)=\Delta_0^2e^{-r^2/\Lambda^2}$, where $\Delta_0$ is the rms fluctuation and $\Lambda$ the correlation length. In each Cartesian direction we complete the square,
\begin{equation}
\frac{x^2}{\Lambda^2}+iq_xx=\left(\frac x\Lambda+\frac{iq_x\Lambda}{2}\right)^2+\frac{q_x^2\Lambda^2}{4}.
\end{equation}
Each Gaussian integral gives $\sqrt\pi\Lambda$, so $S(q)=\pi\Delta_0^2\Lambda^2e^{-q^2\Lambda^2/4}$. On the energy shell $q^2=2k^2(1-\cos\theta)$. With $X=k^2\Lambda^2/2$ the exponent is $-X(1-\cos\theta)$. The modified Bessel functions obey
\begin{equation}
I_n(X)=\frac1{2\pi}\int_0^{2\pi}e^{X\cos\theta}\cos n\theta\,d\theta ,
\end{equation}
and the angular integral becomes $2\pi e^{-X}[I_0(X)-I_1(X)]$. The prefactors combine as $(mF^2/2\pi)(\pi\Delta_0^2\Lambda^2)(2\pi)=\pi mF^2\Delta_0^2\Lambda^2$, so
\begin{equation}
\frac1\tau=\frac{\pi^5m\Delta_0^2\Lambda^2}{m_z^2L^6}\,e^{-X}[I_0(X)-I_1(X)].
\label{gauss}
\end{equation}
For the scattering-out rate the bracket is $I_0(X)$.

For $k\Lambda\ll1$, $I_0\to1$ and $I_1\to0$. Scattering is isotropic, the two rates agree, and both vary as $\Lambda^2$. For $k\Lambda\gg1$ small angles dominate. Then $1-\cos\theta\simeq\theta^2/2$ and
\begin{equation}
e^{-X}(I_0-I_1)\simeq\frac1{2\pi}\int_{-\infty}^{\infty}\frac{\theta^2}{2}e^{-X\theta^2/2}d\theta
=\frac{1}{2\sqrt{2\pi}\,X^{3/2}} .
\end{equation}
Now $1/\tau\propto1/(\Lambda k^3)$: long, smooth undulations turn the electron only slightly. The power of $L$ is the same in both limits.

\section{A check with a corrugated well}

The coupling \eqref{F} can be tested without the first-order argument. Let $\Delta=a\cos Gx$. The plane waves $e^{\pm iGx/2}$ have equal energy and are coupled by $-Fa/2$. Their even and odd combinations are shifted by $-Fa/2$ and $+Fa/2$, so the splitting is $Fa$ for small $a$. A conserved momentum along the grooves adds the same energy to both states and turns the backward reflection into an elastic collision through any chosen angle.

The two-dimensional Schr\"odinger equation was solved variationally for such wells. For $GL=0.5$, $2$ and $5$ the splitting divided by $Fa$ is $1.000000$ in each case. When both walls undulate together, the splitting on the same scale is at most $4\times10^{-11}$. The coupling thus holds for slow and fast corrugation alike.

Rates were then rebuilt from splittings solved in the same way at each thickness and momentum transfer $G=q$, together with a numerically transformed correlation function. Their fitted power of $L$ is $-6.00000$. This tests the coupling and the angular integral; the golden rule itself is common to both sides.

\section{Worked example}

Take the round model values $m=0.2$, $m_z=0.9$, $L=100$, $\Delta_0=5$, $\Lambda=60$ and $k=0.01$. The mean thickness is $5.29$ nm. Then
\begin{align}
E_1&=\frac{\pi^2}{2(0.9)(100)^2}=5.483\times10^{-4},\\
F&=\frac{2E_1}{L}=1.0966\times10^{-5},\\
F\Delta_0&=5.483\times10^{-5}.
\end{align}
The rms potential is $1.49$ meV. Next, $X=(0.01)^2(60)^2/2=0.18$ and $e^{-X}(I_0-I_1)=0.7666$, so
\begin{equation}
\frac1\tau=\pi(0.2)(1.0966\times10^{-5})^2(5)^2(60)^2(0.7666)=5.213\times10^{-6}.
\end{equation}
Hence $\tau=1.918\times10^5$, or $4.64$ ps. The scattering-out rate is $5.726\times10^{-6}$, about ten per cent larger than $1/\tau$, because forward collisions are somewhat favoured.

At other thicknesses, with everything else fixed, the results are:
\begin{center}
\begin{tabular}{cccc}
$L$ & $1/\tau$ & $(1/\tau)/(k^2/2m)$ & $E_2-E_1$\\
100 & $5.213\times10^{-6}$ & 0.0209 & $1.645\times10^{-3}$\\
125 & $1.367\times10^{-6}$ & 0.0055 & $1.053\times10^{-3}$\\
160 & $3.107\times10^{-7}$ & 0.0012 & $6.426\times10^{-4}$\\
200 & $8.145\times10^{-8}$ & 0.0003 & $4.112\times10^{-4}$
\end{tabular}
\end{center}
Doubling $L$ from 100 to 200 lowers the rate by a factor of 64. The kinetic energy is $2.5\times10^{-4}$, below the subband spacing in every row. This energy corresponds to $79$ K, and the spacings to $519$ K at $L=100$ down to $130$ K at $L=200$. At room temperature, where $k_BT=9.5\times10^{-4}$, many carriers in these wells reach the second subband, so the example describes cold carriers.

\section{Where the law stops}

\subsection{Thin wells: strong scattering}

The golden rule needs a level broadening much smaller than the kinetic energy. The broadening is set by the scattering-out rate. At $L=100$ this rate is about $0.02$ of the kinetic energy. At $L=50$ the formulas would give $1.5$ for $1/\tau_{\rm out}$ and $1.3$ for $1/\tau$, so a weakly scattered plane wave is no longer a valid starting point. With these parameters the derivation no longer justifies the law at that thickness.

\subsection{Thick wells: more subbands}

The spacing falls as $L^{-2}$ and reaches the kinetic energy at $L\simeq200\sqrt{4.112/2.5}\simeq257$. Beyond this the electron can enter the second subband. The new final wavenumber depends on $L$, and so does $S(q)$ for these collisions; the total rate is then not a pure power.

\subsection{Larger or steeper roughness}

Put $s=\Delta/L$ and let $\sigma=\Delta_0/L$. The local energy is $E_1(1-2s+3s^2-4s^3+\dots)$. For Gaussian $s$, $\langle s^2\rangle=\sigma^2$ and $\langle s^4\rangle=3\sigma^4$. Its variance divided by $E_1^2$ is
\begin{equation}
4\sigma^2+9(3\sigma^4-\sigma^4)+16(3\sigma^4)=4\sigma^2\left(1+\tfrac{33}{2}\sigma^2\right)
\end{equation}
through order $\sigma^4$. For $\sigma=0.05$ the bracket is $1.041$; numerical averaging with thicknesses below $0.3L$ excluded gives $1.043$. Some such cut is needed, because the average of $h^{-4}$ over a Gaussian diverges at $h=0$. This is a four per cent correction to the variance of the local energy, relative to its linear estimate. It is not the full error of the rate.

Steep roughness adds another correction. Take the lower wall to be flat. A surface of constant $\zeta$ then has slope $(\zeta/L)\nabla\Delta$, and at second order the in-plane energy contains the square of this slope times $p_\zeta^2/2m$. Its size is $(m_z/m)\langle|\nabla\Delta|^2\rangle E_1$ before the factor $(\zeta/L)^2\le1$ is averaged across the well. Near the origin $C\simeq\Delta_0^2(1-r^2/\Lambda^2)$, so $\langle|\nabla\Delta|^2\rangle=-\nabla^2C(0)=4\Delta_0^2/\Lambda^2$. The example gives $4.5\times4\times25/3600=0.125$ in units of $E_1$, against $2\Delta_0/L=0.1$ for the linear potential. Averaging across the well reduces the first number, and second-order passages through higher subbands may cancel part of it; their sum is not calculated here. The example is therefore a lowest-order value, not a prediction good to a few per cent. Taken alone, the squared-slope term would outgrow the linear potential in a thick well, but that comparison misleads, because the passages through higher subbands must be added to it. The sum is simple for an electron with $k=0$ and a fast corrugation $\Delta=a\cos Gx$ of the upper wall. The corrugation adds to $\sin pz$ a part $c\cos Gx\,e^{-\kappa_G(L-z)}$. Its in-plane energy $G^2/2m$ far exceeds $E_1$, so $\kappa_G\simeq\sqrt{m_z/m}\,G$, and we take $\kappa_GL\gg1$. A vanishing wavefunction on the upper wall requires $c=pa$ at first order and $pL=\pi+pa^2\kappa_G/2$ at second order. The level therefore rises by $Fa^2\kappa_G/2$, which is $a\kappa_G/2$ times the linear amplitude $Fa$, and this ratio does not contain $L$. For roughness with $\Lambda$ short compared with $L$, we estimate its size by putting $a\sim\Delta_0$ and $G\sim1/\Lambda$. The example, with $G=1/60$ and $L=100$, is not yet in this limit, and the estimate is there about twice the true shift. A uniform rise of the level does not scatter, but for random roughness the same second-order term varies from place to place and does. This suggests, without giving the error of the rate, that lowest order calls for a small $\sqrt{m_z/m}\,\Delta_0/\Lambda$, besides a small $\Delta_0/L$ and a small ratio of level broadening to kinetic energy. Increasing $L$ alone does not ensure the first of these.

\subsection{Finite barriers}

Let the barriers have height $V_0$ and the same mass $m_z$. Inside, measured from the centre, $\phi=B\cos pz$ with $p^2=2m_zE$; outside it decays with $\kappa=\sqrt{2m_z(V_0-E)}$. Matching gives $\tan(pL/2)=\kappa/p$, hence $\cos^2(pL/2)=p^2/(p^2+\kappa^2)=E/V_0$. Normalization requires
\begin{align}
1&=B^2\left[\frac L2+\frac{\sin pL}{2p}+\frac{\cos^2(pL/2)}{\kappa}\right]\\
&=B^2\left[\frac L2+\frac{\kappa}{p^2+\kappa^2}+\frac{p^2}{\kappa(p^2+\kappa^2)}\right]
=B^2\left[\frac L2+\frac1\kappa\right].
\end{align}
Moving a wall outward by a very small $\Delta$ removes $V_0$ from a strip of that width. The energy falls by $V_0\phi^2(L/2)\Delta$, so the coupling is
\begin{equation}
F_{V_0}=V_0B^2\frac E{V_0}=\frac{2E}{L+2/\kappa}.
\end{equation}
For $p\ll\kappa$ the matching condition gives $pL/2\simeq\pi/2-p/\kappa$, or $p\simeq\pi/(L+2/\kappa)$. Thus $F_{V_0}^2\propto(L+2/\kappa)^{-6}$, and with $\kappa$ nearly constant the local exponent is
\begin{equation}
-\frac{d\ln F_{V_0}^2}{d\ln L}\simeq\frac{6L}{L+2/\kappa}<6 .
\end{equation}
The leaking wavefunction makes the well look wider by $2/\kappa$. At $L=100$ the computed exponents are $5.73$, $5.91$ and $5.97$ for $V_0=0.1$, $1$ and $10$, approaching the infinite-wall value. These barriers are $2.7$, $27$ and $272$ eV, and the mass is heavy; only the first height is of the size found at real interfaces, and for it halving $L$ from 100 to 50 raises $F_{V_0}^2$ by 49 instead of 64. A light mass and a low barrier depart much further: for $m_z=0.067$ and $V_0=0.011$ ($0.3$ eV) the exponent at $L=100$ is $3.5$, and halving $L$ raises $F_{V_0}^2$ by only about 6.

\subsection{A field across the well}

A gated channel has an electric field across it. Let the electron feel a potential $fz$ that stays fixed while the walls move. Shifting both walls by $b$ now changes the energy by $fb$, so a common undulation scatters at first order and the two walls have different couplings. Once $fL$ is comparable with $E_2-E_1$, the electron is pressed against one wall and the thickness matters less and less. A field of $0.1$ MV/cm is $f=1.94\times10^{-5}$. At $L=100$ this gives $fL=1.9\times10^{-3}$, above the spacing $1.645\times10^{-3}$, and $f/F=1.8$. For two uncorrelated walls of equal roughness, the rate at this field falls by a factor of only $1.5$ between $L=100$ and $200$, and rises by $28$ between $L=100$ and $50$. The $L^{-6}$ law requires $fL\ll E_2-E_1$.

\subsection{Other quantities that vary with thickness}

If the relative roughness $\Delta_0/L$ is held fixed instead of $\Delta_0$, equation \eqref{gauss} gives $L^{-4}$. If carriers screen the potential through a dielectric factor $\epsilon(q,L)$, then $S(q)$ is replaced by $S(q)/\epsilon^2(q,L)$, and the integral can itself depend on $L$. The effect can be large. If $k=0.01$ is the Fermi wavenumber of a gas with fourfold degeneracy, the density is $1.1\times10^{12}$ cm$^{-2}$. In a host of dielectric constant $11.7$ the Thomas--Fermi wavenumber is $4m/11.7=0.068$, above every $q\le2k=0.02$. With the form factor of the lowest subband, the rate at $L=100$ drops about fifteenfold, and the ratio between $L=100$ and $200$ is about 43 instead of 64. A measured exponent different from six therefore does not by itself rule out thickness fluctuations; it may show that one of the quantities held fixed here has changed. The numerical output lists the values of the corrugated-well check, the worked example, the variance and the three high barriers.

\section*{Computed results}
\begin{verbatim}
in-plane mass m = 0.2, transverse mass mz = 0.9 electron masses
mean thickness L = 100 bohr = 5.292 nm
rms fluctuation = 5 bohr, correlation length = 60 bohr
in-plane wavenumber k = 0.01 1/bohr
kinetic energy = 2.5000e-04 hartree
lowest subband energy E1 = 5.4831e-04 hartree
coupling F = 1.0966e-05 hartree/bohr
rms potential F*D = 5.4831e-05 hartree = 1.492 meV
x = 0.180, exp(-x)(I0-I1) = 0.7666, exp(-x)I0 = 0.8420 (no unit)
momentum-relaxation rate = 5.2130e-06 atomic units
lifetime tau = 1.9183e+05 atomic units = 4.640 ps
scattering-out rate = 5.7263e-06 atomic units
scattering-out rate from solved wells = 5.7263e-06 atomic units
corrugated well: GL, splitting/(F*amplitude), same for common shift
  0.5  1.000000  0.0e+00 (no unit)
  2.0  1.000000  0.0e+00 (no unit)
  5.0  1.000000  4.0e-11 (no unit)
L (bohr), rate from solved wells, rate from formula (atomic units), rate/kinetic energy, subband spacing (hartree)
  100  5.2130e-06  5.2130e-06  0.02085  1.6449e-03
  125  1.3666e-06  1.3666e-06  0.00547  1.0528e-03
  160  3.1072e-07  3.1072e-07  0.00124  6.4255e-04
  200  8.1453e-08  8.1453e-08  0.00033  4.1123e-04
fitted power of L = -6.00000 (no unit)
rate ratio L=100 to L=200, solved wells = 64.000
formula rate/kinetic energy at L=50 bohr = 1.335 (Born condition fails)
local-energy variance / linear estimate = 1.0428
leading estimate 1+(33/2)(D/L)^2 = 1.0413
barrier 0.1 hartree: local exponent = 5.7288 (no unit)
barrier 1.0 hartree: local exponent = 5.9118 (no unit)
barrier 10.0 hartree: local exponent = 5.9718 (no unit)
\end{verbatim}
